# Why Prolate Splitting of 1/r Needs Fewer Fourier Modes Than Gaussian Splitting

**Question.** Ewald methods split the Coulomb kernel into a short-range part, summed over pairs closer than $r_c$, and a smooth part, summed over Fourier modes with $|\mathbf k|\le K$. Suppose that $r_c$ and the force error are both prescribed. Why does a split built on a prolate spheroidal function manage with a smaller $K$ than the Gaussian split, and how much smaller is it?

**Answer.**

## The mechanism: one window, two edges

Take an even window $\phi(x)$ with $\int_0^\infty\phi\,dx=1$, and set $\Phi(r)=\int_0^r\phi\,dx$ and $T=1-\Phi$. Then

$$\frac1r=\frac{T(r)}{r}+\frac{\Phi(r)}{r}.$$

The three-dimensional Fourier transform of the smooth part is $(4\pi/k)\int_0^\infty\Phi\sin kr\,dr$. Integrate by parts with a factor $e^{-\eta r}$, $\eta\to0$, which removes the boundary term at infinity; the one at $r=0$ vanishes because $\Phi(0)=0$. The result is

$$\frac{4\pi}{k^2}\hat\phi(k),\qquad \hat\phi(k)=\int_0^\infty\phi(x)\cos kx\,dx .$$

The same function must therefore be small beyond $r_c$ and have a transform that is small beyond $K$. The two demands compete, and what matters is the dimensionless product $C=Kr_c$.

A Gaussian that treats both edges alike is $\phi\propto e^{-C(x/r_c)^2/2}$, whose transform is $\hat\phi=e^{-C(k/K)^2/2}$. At either edge it has fallen only to $e^{-C/2}$.

The prolate window is the function supported on $|x|\le r_c$ that has the largest share of its energy, $\int\hat\phi^2dk$, inside the band. Write $x=r_ct$ and $c=C$. For an even function $\psi(t)$ on $[-1,1]$ define $(F\psi)(y)=\int_{-1}^1\cos(cyt)\,\psi(t)\,dt$. By Parseval's theorem the share inside the band is $(c/2\pi)\int_{-1}^1(F\psi)^2dy\,/\int_{-1}^1\psi^2dt$. Since $F$ is real and symmetric, the maximum is reached by an eigenfunction, $F\psi=\lambda\psi$, and equals $\mu_0=c\lambda^2/2\pi$. It follows that $\hat\phi(k)=\psi(k/K)/\psi(0)$ inside the band, so this window too has the same profile on both sides.

To find the profile, let $D_t=\partial_t(1-t^2)\partial_t-c^2t^2$. Acting on $e^{icyt}$ it gives

$$D_te^{icyt}=\left[-c^2y^2-c^2t^2+c^2y^2t^2-2icyt\right]e^{icyt},$$

which is symmetric in $y$ and $t$. Two integrations by parts, whose boundary terms vanish with $1-t^2$, then show that $D$ commutes with $F$. The bounded solutions of $D$ have distinct eigenvalues, so they are also eigenfunctions of $F$:

$$\left[(1-x^2)\psi'\right]'+(\chi-c^2x^2)\psi=0 ,$$

where $x$ is now in units of $r_c$. For large $c$ the lowest solution is concentrated near $x=0$, where this is an oscillator equation with $\chi\simeq c$ and $\psi\propto e^{-cx^2/2}$. Farther out put $\psi=\psi(0)A\,e^{-cS}$. The terms in $c^2$ give $(1-x^2)S'^2=x^2$, hence

$$S=1-w,\qquad w=\sqrt{1-x^2}.$$

This is the reason for the factor of two. Near the centre $S\simeq x^2/2$, the Gaussian's parabola. Toward the edge $S$ follows a quarter circle and reaches 1, where the parabola reaches 1/2. Apart from a factor proportional to $\sqrt C$, derived below, the prolate window falls to $e^{-C}$ at both edges, the Gaussian only to $e^{-C/2}$.

## The formula: force error as a concentration problem

**Error measure.** Let the charges be placed independently and uniformly in a volume $V$, and let $\delta\mathbf f(\mathbf r)$ be the error of the pair force between unit charges. Its average is zero by symmetry, so different partners do not interfere:

$$\langle|\delta\mathbf F_i|^2\rangle=q_i^2\,\frac{\sum_{j\ne i}q_j^2}{V}\int|\delta\mathbf f|^2d^3r .$$

For the bare Coulomb force from all charges beyond $r_c$ the integral is $\int_{r_c}^\infty4\pi r^2r^{-4}dr=4\pi/r_c$. I define $\varepsilon$ as the rms force error divided by the rms value of that bare force.

*Fourier part.* The omitted modes have force amplitude $4\pi\hat\phi/k$. Parseval's theorem gives $(2\pi)^{-3}\int_K^\infty(16\pi^2\hat\phi^2/k^2)\,4\pi k^2dk=8\int_K^\infty\hat\phi^2dk$, and division by $4\pi/r_c$ yields

$$\varepsilon_k^2=\frac{2r_c}{\pi}\int_K^\infty\hat\phi^2\,dk .$$

The powers of $k$ have cancelled, which leaves the energy outside the band.

*Real-space part.* Since $T'=-\phi$, the omitted force is $\phi/r+T/r^2$, and $\varepsilon_r^2=r_c\int_{r_c}^\infty(\phi+T/r)^2dr$. The terms $2\phi T/r+T^2/r^2$ are $-(T^2/r)'$, so

$$\varepsilon_r^2=r_c\int_{r_c}^\infty\phi^2\,dx+T(r_c)^2 .$$

I take $\varepsilon^2=\varepsilon_r^2+\varepsilon_k^2$, which neglects the cross term between the two errors.

**Gaussian.** With $\phi=2e^{-x^2/\sigma^2}/(\sqrt\pi\,\sigma)$, $\hat\phi=e^{-k^2\sigma^2/4}$ and $s=r_c/\sigma$, the integrals are

$$\varepsilon_r^2=s\sqrt{\tfrac2\pi}\,\mathrm{erfc}(\sqrt2\,s)+\mathrm{erfc}^2(s),\qquad
\varepsilon_k^2=s\sqrt{\tfrac2\pi}\,\mathrm{erfc}\!\left(\frac{C}{\sqrt2\,s}\right).$$

For large $z$, $\mathrm{erfc}\,z\simeq e^{-z^2}/(z\sqrt\pi)$. Then $\varepsilon_r^2\simeq e^{-2s^2}/\pi$, the second term being smaller by $1/s^2$, and $\varepsilon_k^2\simeq(2s^2/\pi C)\,e^{-C^2/2s^2}$. At $s^2=C/2$ both equal $e^{-C}/\pi$. A small relative change $\delta$ of $s^2$ multiplies them by about $e^{-C\delta}$ and $e^{C\delta}$, so their sum is smallest at $\delta=0$ to this order. Hence

$$\varepsilon_G\simeq\sqrt{2/\pi}\;e^{-C/2}.$$

**Prolate amplitude.** The terms of order $c$ in the differential equation, with $S'=x/w$ and $S''=1/w^3$, are

$$-2xwA'+\left(-\frac1w+\frac{2x^2}{w}+1\right)A=0 .$$

Putting $x^2=1-w^2$, the bracket becomes $(1-w)(1+2w)/w$. With $dx/dw=-w/x$,

$$\frac{d\ln A}{dw}=-\frac{1+2w}{2w(1+w)}=-\frac12\left(\frac1w+\frac1{1+w}\right),\qquad A=\sqrt{\frac{2}{w(1+w)}},$$

where $A=1$ at the centre, $w=1$. This form diverges at the edge. There $d/dx\simeq-(1/w)\,d/dw$, and the equation becomes $\psi_{ww}+\psi_w/w\simeq c^2\psi$, with the regular solution $\psi(1)I_0(cw)\simeq\psi(1)e^{cw}/\sqrt{2\pi cw}$ for $cw\gg1$. Equating it to $\psi(0)\sqrt{2/w}\,e^{-c+cw}$ in the common range $1/c\ll w\ll1$ gives

$$\psi(1)/\psi(0)\simeq2\sqrt{\pi c}\;e^{-c}.$$

**Prolate leakage.** Normalize $\int_{-1}^1\psi^2dt=1$. When $c$ grows, the band gains energy at its two ends. The change of $\psi$ does not contribute at first order, because $\mu_0$ is stationary. The transform at the band end is $\lambda\psi(1)$, so

$$\frac{d\mu_0}{dc}=\frac{2}{2\pi}\lambda^2\psi(1)^2=\frac{2\mu_0}{c}\psi(1)^2 .$$

The central Gaussian gives $\psi(0)^2=\sqrt{c/\pi}$, and the right side becomes $8\sqrt{\pi c}\,e^{-2c}$. Since $\mu_0\to1$ for an infinite band, integration from $c$ to infinity gives, at leading order,

$$1-\mu_0\simeq4\sqrt{\pi c}\;e^{-2c}.$$

The same relation shows why the lowest solution is the right one at large $c$: solutions with larger $\chi$ decay over a shorter distance, have larger edge values and leak more.

The window is $\phi(x)=\psi(x/r_c)/(r_cI)$ with $I=\int_0^1\psi\,dt$. It vanishes beyond $r_c$, so $\varepsilon_r=0$. Parseval's theorem, $\int_0^\infty\hat\phi^2dk=(\pi/2)\int_0^\infty\phi^2dx$, gives

$$\varepsilon_P^2=(1-\mu_0)\frac{\int_0^1\psi^2dt}{I^2}\simeq(1-\mu_0)\sqrt{\frac c\pi}\simeq4c\,e^{-2c},\qquad \varepsilon_P\simeq2\sqrt c\,e^{-c}.$$

**Comparison.** Solving each law for the bandwidth,

$$C_G\simeq2\ln\frac1\varepsilon+\ln\frac2\pi,\qquad C_P\simeq\ln\frac1\varepsilon+\tfrac12\ln(4C_P).$$

The ratio $C_G/C_P$ tends to 2 as $\varepsilon\to0$. A sphere of radius $K$ contains about $VK^3/6\pi^2$ modes, so the ratio of mode numbers tends to 8. The logarithm in $C_P$ makes the approach slow.

**Can another window do better?** Not in the leading rate. Let $h$ be any $\phi$ cut off at $r_c$, let $\|f\|^2=\int_0^\infty f^2dx$, and let $R$ remove the band $|k|\le K$. By the definition of $\mu_0$ and the triangle inequality,

$$\sqrt{1-\mu_0}\,\|h\|\le\|Rh\|\le\|R\phi\|+\|\phi-h\| .$$

Multiply by $\sqrt{r_c}$. On the right, $\sqrt{r_c}\|R\phi\|=\varepsilon_k$ and $\sqrt{r_c}\|\phi-h\|\le\varepsilon_r$. On the left, the Cauchy–Schwarz inequality gives $\sqrt{r_c}\|h\|\ge\int_0^{r_c}\phi\,dx=1-T(r_c)\ge1-\varepsilon_r$. Therefore

$$\varepsilon_r+\varepsilon_k\ge\sqrt{1-\mu_0}\,(1-\varepsilon_r),$$

and for no split can $\sqrt{\varepsilon_r^2+\varepsilon_k^2}$, the error measure used here, fall with a faster exponential than $e^{-C}$. The bound does not cover a possible cancellation between the two errors through the neglected cross term. Other windows can share this rate. The Kaiser–Bessel window $I_0(cw)$ has the same exponent $c(1-w)$; at $C=10$ its energy fraction outside the band is $6.1\times10^{-8}$, against $4.4\times10^{-8}$ for the prolate window.

## The number

Solving the error conditions numerically, without the large-$C$ forms, gives:

| $\varepsilon$ | $C_G$ | $C_P$ | ratio | cubed |
|---|---|---|---|---|
| $10^{-3}$ | 13.39 | 8.67 | 1.55 | 3.7 |
| $10^{-4}$ | 17.99 | 11.09 | 1.62 | 4.3 |
| $10^{-8}$ | 36.40 | 20.62 | 1.77 | 5.5 |
| $10^{-12}$ | 54.82 | 30.02 | 1.83 | 6.1 |
| $10^{-100}$ | 460.07 | 233.68 | 1.97 | 7.6 |

"Half the bandwidth, one eighth of the modes" is thus a limit. Between $10^{-3}$ and $10^{-8}$ the saving in modes is a factor of 3.7 to 5.5. The values of $C_G$ omit the cross term, which changes sign with $C$. Including it and reoptimizing the width moves $C_G$ by 0.1 to 0.2 in the first four rows (to 13.56, 17.82, 36.26 and 54.71), and the range becomes 3.8 to 5.4.

For a direct check, take 200 charges $\pm e$, neutral in total, at random in a periodic cube of edge 20 Å, with $r_c=6$ Å and $\varepsilon=10^{-4}$. The cutoffs are

$$K_G=\frac{17.99}{6}=3.00\ \text{Å}^{-1},\qquad K_P=\frac{11.09}{6}=1.85\ \text{Å}^{-1}.$$

The spheres hold 3742 and 846 modes, a ratio of 4.42. The continuum estimate is 4.27; the difference comes from counting discrete lattice points.

The reference force that defines $\varepsilon$, the rms bare force from beyond $r_c$ in an unbounded random system of this density, is 3.287 eV/Å, so the predicted error is $3.29\times10^{-4}$ eV/Å for both splits. Compared with a tightly converged Ewald sum over four configurations, the measured errors are $2.86\times10^{-4}$ (Gaussian) and $3.25\times10^{-4}$ eV/Å (prolate). The Gaussian value lies 13% below the prediction. Two effects account for this. The neglected cross term, $(4r_c/\pi)\int_K^\infty\hat\phi\,g\,dk$ with $g(k)=T(r_c)\sin(kr_c)/(kr_c)-\int_{r_c}^\infty\phi\cos kx\,dx$, is absent for the prolate split; alone it lowers the expected Gaussian error by 7%. Replacing the integral over omitted modes by the lattice sum alone lowers it by 8%, and the two together lower it by 13%. For the prolate split the lattice sum raises the expected error by 4%, to $3.4\times10^{-4}$ eV/Å, so its close agreement with the prediction is partly chance. Other samples of four configurations give $2.8$ to $2.9\times10^{-4}$ (Gaussian) and $3.3$ to $3.5\times10^{-4}$ eV/Å (prolate).

If the Gaussian is given the prolate cutoff and its width is reoptimized, its measured error rises to $8.9\times10^{-3}$ eV/Å, 27 times that of the prolate split. The large-$C$ laws give $\varepsilon_G/\varepsilon_P\simeq e^{C/2}/\sqrt{2\pi C}\simeq31$ at $C=11.09$: the missing half of the exponent appears as lost accuracy, and the prefactors take back part of it. The remaining gap between 31 and 27 comes from the cross term and the discrete modes, which lower the expected Gaussian error by 11% and raise the prolate one by 4%.

## Where the advantage changes

The gain can also be spent in real space. Only $C=Kr_c$ enters, so at fixed $K$ and $\varepsilon=10^{-4}$ the prolate split allows $r_c$ to shrink by 1.62, and the number of pairs by about 4.3. The reference force grows as $r_c^{-1/2}$, however, so the absolute error rises by $\sqrt{1.62}\simeq1.27$. Holding it fixed costs about $\ln1.27\simeq0.24$ in $C_P$.

The results assume uncorrelated charges and exactly evaluated Fourier sums. In an ordered system, correlations weight the omitted modes differently, so the error at a given $C$ can lie above or below the value predicted here. In a particle-mesh method, spreading and interpolation add errors of their own, so a mode ratio of 4 is not by itself a fourfold gain in running time. The numerical output below gives the remaining accuracies and the checks of the large-$c$ laws.

## Numbers as computed

```
Energy fraction outside the band at C = 10 (dimensionless)
  prolate: 4.409e-08
  Kaiser-Bessel: 6.066e-08
  (1-x^2)^5: 2.250e-05
  chopped Gaussian: 2.600e-04
Edge value psi(1)/psi(0): computed, 2 sqrt(pi c) exp(-c), exp(-c/2)
  c = 10: 4.9532e-04, 5.0893e-04, 6.7379e-03
  c = 20: 3.2255e-08, 3.2676e-08, 4.5400e-05
  c = 40: 9.4643e-17, 9.5248e-17, 2.0612e-09
Profile psi(0.6)/psi(0), c = 40: 3.9581e-04; large-c law: 3.9535e-04
eps | C Gaussian | C prolate | ratio | ratio cubed (all dimensionless)
  1e-3 | 13.39 | 8.67 | 1.546 | 3.69
  1e-4 | 17.99 | 11.09 | 1.622 | 4.27
  1e-6 | 27.20 | 15.88 | 1.712 | 5.02
  1e-8 | 36.40 | 20.62 | 1.765 | 5.50
  1e-12 | 54.82 | 30.02 | 1.826 | 6.09
  1e-50 | 229.81 | 118.21 | 1.944 | 7.35
  1e-100 | 460.07 | 233.68 | 1.969 | 7.63
Example: 200 charges +-e, 4 configurations, box 20 angstrom, rc 6 angstrom
Target eps: 1e-04; rms bare force from beyond rc: 3.287 eV/angstrom
Reference: eps 1e-10 design, cutoff 10 angstrom, 12892 modes
Gaussian: K = 2.999 1/angstrom, modes = 3742
  Gaussian width sigma = 1.999 angstrom
  rms force error: measured 2.864e-04, predicted 3.287e-04 eV/angstrom
prolate: K = 1.849 1/angstrom, modes = 846
  rms force error: measured 3.251e-04, predicted 3.287e-04 eV/angstrom
Gaussian at prolate K: K = 1.849 1/angstrom, modes = 846
  Gaussian width sigma = 2.543 angstrom
  rms force error: measured 8.890e-03, predicted 1.041e-02 eV/angstrom
Mode ratio Gaussian/prolate: 4.42
Error ratio at equal K, Gaussian/prolate: 27.3
```
